# Phase cycling as a Fourier filter, applied to double-quantum selection

## Symmetry fixes the form of the filter

A rotation about the static field by an angle $\phi$ multiplies a tensor component $T_{l,p}$ by $e^{-ip\phi}$, whatever its rank $l$. Changing the phase of a radiofrequency pulse is such a rotation applied to the pulse. A set of phase-shifted experiments can therefore distinguish parts of the density operator only through phase factors that are integer powers of $e^{-i\phi}$. If the phases are the $N$ equally spaced angles $\phi_k=2\pi k/N$, the integers $m$ and $m+N$ give identical factors, since $e^{-iN\phi_k}=e^{-2\pi ik}=1$. An $N$-step cycle is thus a discrete Fourier filter that resolves an integer modulo $N$. That integer turns out to be the change of coherence order caused by the cycled pulses.

## Statement and conventions

Set $\hbar=1$ and let $I_\alpha$ be the total spin components. The density operator is divided into coherence orders,
$$\rho=\sum_p\rho_p,\qquad [I_z,\rho_p]=p\,\rho_p .$$
In a basis of $I_z$ eigenstates, $\rho_p$ contains the elements $\rho_{rs}$ with $m_r-m_s=p$. A pulse of flip angle $\beta$ and phase $\phi$ is
$$P_\beta(\phi)=e^{-i\beta(I_x\cos\phi+I_y\sin\phi)} .$$
The detected signal is $S=\mathrm{Tr}(I_+\rho)/\mathrm{Tr}(I_z^2)$ with $I_+=I_x+iI_y$. The trace pairs order $+1$ in $I_+$ with order $-1$ in $\rho$, so detection selects $p=-1$.

Choose a block of pulses and delays, shift all its pulses by $\phi_k$, and form
$$\bar S=\frac1N\sum_{k=0}^{N-1}e^{id\phi_k}S(\phi_k). \tag{1}$$
Then $\bar S$ contains, with weight one, the pathways whose order change in the block satisfies
$$\Delta p\equiv d\pmod N, \tag{2}$$
and no others. The conditions are exact phase steps, transients identical in every other respect, and evolution between the pulses that commutes with $I_z$. If the receiver phase $\phi_R$ multiplies the signal by $e^{-i\phi_R}$, equation (1) requires $\phi_R=-d\phi_k$.

## Derivation of the filter

Let $Z=e^{-i\phi I_z}$. From $[I_z,\rho_p]=p\rho_p$ follows $Z\rho_pZ^\dagger=e^{-ip\phi}\rho_p$. From $[I_z,I_x]=iI_y$ follows $ZI_xZ^\dagger=I_x\cos\phi+I_y\sin\phi$, hence $P_\beta(\phi)=ZP_\beta(0)Z^\dagger$.

The delays commute with $Z$, so each delay propagator $F$ may also be written $ZFZ^\dagger$. In the product of pulses and delays the inner factors $Z^\dagger Z$ cancel, and the whole block obeys
$$V(\phi)=Z\,V(0)\,Z^\dagger .$$
Apply it to an initial component of order $p$:
$$V(\phi)\rho_pV(\phi)^\dagger=Z\,V(0)\,(Z^\dagger\rho_pZ)\,V(0)^\dagger Z^\dagger
=e^{ip\phi}\,Z\,[V(0)\rho_pV(0)^\dagger]\,Z^\dagger .$$
The part of the bracket with order $p'$ acquires $e^{-ip'\phi}$ from the outer rotation. The total factor is $e^{-i(p'-p)\phi}=e^{-i\Delta p\,\phi}$.

In (1) this pathway has the weight
$$w=\frac1N\sum_{k=0}^{N-1}q^k,\qquad q=e^{2\pi i(d-\Delta p)/N}.$$
If $N$ divides $d-\Delta p$, then $q=1$ and $w=1$. Otherwise $q\ne1$ but $q^N=1$, so $w=(1-q^N)/[N(1-q)]=0$. This proves (2).

Weak coupling and accurate flip angles were not needed. In a test with three strongly coupled spins and misset pulses, the cycle average agreed with direct projection of the density matrix to $7\times10^{-16}$ for all $N$ from 1 to 7.

## Choosing the cycle length

The filter sees $\Delta p$, not $p$. Before excitation the state is taken as $I_z$, which has order zero, so that $\Delta p=p$ for an excitation block.

Suppose $|p|\le P$ and one order $d$ is wanted alone. A length $N$ fails if it divides $d-p$ for some other allowed $p$. The nonzero distances $|d-p|$ take every value from 1 to $P+|d|$. Every $N\le P+|d|$ is itself one of these distances and fails, while $N=P+|d|+1$ exceeds them all. The shortest cycle is therefore
$$N_{\min}=P+|d|+1 .$$
For two spins 1/2, $P=2$, and isolating $p=+2$ takes five steps.

Keeping both $+2$ and $-2$ is a different request. With $d=2$, $N$ must divide $2-(-2)=4$, which leaves 1, 2 and 4. One step passes everything and two steps pass every even order, including zero. Four steps pass $\ldots,-6,-2,2,6,\ldots$ and so reject $0,\pm1,\pm3,\pm4,\pm5$. In a network of six or more coupled spins 1/2, orders $\pm6$ can exist and would pass as well.

## Double-quantum sequence for two spins

For two weakly coupled spins 1/2 with offsets $\nu_1,\nu_2$ and coupling $J$ in hertz,
$$H=2\pi(\nu_1I_{1z}+\nu_2I_{2z}+J\,I_{1z}I_{2z}).$$
The sequence is $90$–$\tau/2$–$180$–$\tau/2$–$90$, then $t_1$, then the readout $90$–$\tau/2$–$180$–$\tau/2$ and detection. All phases are $x$ before cycling, and relaxation is omitted.

**The echo.** Let $R=e^{-i\pi I_x}$ and let $F$ be the propagator for $\tau/2$. Since $R^\dagger I_{jz}R=-I_{jz}$, moving $R$ to the left in $FRF=R(R^\dagger FR)F$ reverses the offsets in one delay but leaves the bilinear coupling unchanged. The offsets cancel, giving
$$FRF=R\,e^{-i2\pi J\tau I_{1z}I_{2z}} .$$
With $c=\cos\pi J\tau$ and $s=\sin\pi J\tau$, the coupling factor acts as
$$I_{1y}\to cI_{1y}-s\,2I_{1x}I_{2z},\qquad 2I_{1x}I_{2z}\to c\,2I_{1x}I_{2z}+sI_{1y}.$$
The angle is $\pi J\tau$, half of $2\pi J\tau$, because $I_{2z}$ has eigenvalues $\pm\tfrac12$.

**Excitation.** A 90° rotation about $x$ takes $I_z\to-I_y$ and $I_y\to I_z$; $R$ reverses $y$ and $z$. Following spin 1,
$$\begin{aligned}
I_{1z}&\to-I_{1y}\to-cI_{1y}+s\,2I_{1x}I_{2z}\\
&\to cI_{1y}-s\,2I_{1x}I_{2z}\to cI_{1z}+s\,2I_{1x}I_{2y}.
\end{aligned}$$
The arrows are the first pulse, the coupling, $R$ and the last pulse. Adding the same result with the spins exchanged,
$$I_z\to cI_z+sQ_y,\qquad Q_y=2I_{1x}I_{2y}+2I_{1y}I_{2x}.$$
Expanding $I_{1+}I_{2+}=I_{1x}I_{2x}-I_{1y}I_{2y}+iQ_y/2$ and subtracting its adjoint gives
$$Q_y=-i(I_{1+}I_{2+}-I_{1-}I_{2-}),$$
which contains the orders $+2$ and $-2$ with equal weight and nothing else.

**Evolution.** $I_{1+}I_{2+}$ connects the states with both spins up and both down. The coupling energy is the same in the two states, so $J$ drops out of their difference, which is $\Omega=2\pi(\nu_1+\nu_2)$. The order $+2$ part acquires $e^{-i\Omega t_1}$ and the order $-2$ part $e^{+i\Omega t_1}$. With $Q_x=2I_{1x}I_{2x}-2I_{1y}I_{2y}$ one has $I_{1\pm}I_{2\pm}=\tfrac12(Q_x\pm iQ_y)$, hence
$$Q_y\to Q_y\cos\Omega t_1-Q_x\sin\Omega t_1 .$$

**Readout.** The 90° pulse turns $Q_y$ into $2I_{1x}I_{2z}+2I_{1z}I_{2x}$. The coupling makes this $c(2I_{1x}I_{2z}+2I_{1z}I_{2x})+sI_y$, and $R$ reverses the sign of the whole. Two-spin products have no trace with $I_+$, while $\mathrm{Tr}(I_+I_y)=i\,\mathrm{Tr}(I_y^2)=i\,\mathrm{Tr}(I_z^2)$. The signal from $Q_y$ is therefore $-is$.

The same pulse turns $Q_x$ into $2I_{1x}I_{2x}-2I_{1z}I_{2z}$. Both products commute with $I_{1z}I_{2z}$ and are unchanged by $R$, so they give no signal.

The $I_z$ left by excitation does not evolve in $t_1$. The readout pulse makes it $-I_y$, and the echo makes that $cI_y$ plus two-spin products, with signal $ic$. Including the excitation factors $c$ and $s$, one transient gives
$$S=i\,[\,c^2-s^2\cos\Omega t_1\,]. \tag{3}$$
The two double-quantum filters give
$$\bar S_{N=4}=-is^2\cos\Omega t_1,\qquad
\bar S_{N=5}=-\tfrac i2s^2e^{-i\Omega t_1}. \tag{4}$$
Four steps keep the full double-quantum signal but, with ideal pulses, not the sign of its frequency. Five steps keep the sign at half the amplitude. For $\tau\to0$ there is no double-quantum signal. At $\tau=1/(2J)$, $s^2=1$ and the unwanted $c^2$ term vanishes for ideal pulses.

## Pseudocode

```
choose_length(P, wanted, d):        # d belongs to wanted
    for N = 1, 2, 3, ..., P+|d|+1:
        passed = {p : |p| <= P and N divides p-d}
        if passed == wanted: return N
    report that one cycle cannot do it

run_cycle(N, d, t1):
    total = 0
    for k = 0 ... N-1:
        phi = 2*pi*k/N
        set every excitation pulse to (own phase + phi)
        keep the readout pulses fixed
        s = acquire(t1)
        total = total + exp(i*d*phi)*s
    return total/N
```

The loop can stop at $P+|d|+1$ because that length already isolates $d$, and longer cycles do the same. If the receiver applies $-d\phi_k$ in hardware, the exponential must be left out of the sum. For $d=2$ the settings are:

| $N$ | pulse phases (°) | receiver phases (°) |
|---|---|---|
| 4 | 0, 90, 180, 270 | 0, 180, 0, 180 |
| 5 | 0, 72, 144, 216, 288 | 0, 216, 72, 288, 144 |

**Cycling the readout instead.** Detection fixes the final order at $-1$, so order $p$ during $t_1$ requires $\Delta p=-1-p$ in the readout block. The target becomes $d'=-1-d$. For $N=4$, $d=2$, this is $-3\equiv1$, and the receiver phase is $-\phi_k$. Starting from $I_z$, both choices impose $p\equiv d$ and give the same signal.

## Worked example

Take a model pair with $\nu_1=120$ Hz, $\nu_2=-50$ Hz, $J=10$ Hz and $\tau=40$ ms. Then $\pi J\tau=0.4\pi$, $c^2=0.0955$, $s^2=0.9045$, and the double-quantum frequency is $120-50=70$ Hz. For ideal pulses at $t_1=2$ ms, one transient gives $-0.4811i$ and the four-step cycle $-0.5766i$. Their difference, $0.0955i$, is the term $ic^2$ of (3) that the filter removes.

Now set the pulses to 80° and 160° instead of 90° and 180°. All orders from $-2$ to $+2$ then appear. At $t_1=2$ ms the transients are:

| pulse phase | receiver weight | signal |
|---|---|---|
| 0° | $+1$ | $-0.1756-0.5769i$ |
| 90° | $-1$ | $-0.0199+0.5914i$ |
| 180° | $+1$ | $+0.0077-0.5074i$ |
| 270° | $-1$ | $+0.2060+0.8088i$ |

The weighted real parts sum to $-0.1756+0.0199+0.0077-0.2060=-0.3540$. The imaginary parts sum to $-0.5769-0.5914-0.5074-0.8088=-2.4845$. Division by four gives $-0.0885-0.6211i$.

To see which orders survive, sample $t_1$ at 100 points spaced by 2 ms and average $S(t_1)e^{+2\pi ift_1}$. The bins are 5 Hz apart, and every coherence frequency of this model lies on a bin. Orders $\pm2$ appear at $\pm70$ Hz, order zero at 0 and $\pm170$ Hz, and order $+1$ at $120\pm5$ and $-50\pm5$ Hz, with opposite signs for order $-1$. The root-sum-square line amplitudes are:

| $p$ | $-2$ | $-1$ | $0$ | $+1$ | $+2$ |
|---|---|---|---|---|---|
| one transient | 0.306 | 0.110 | 0.079 | 0.097 | 0.462 |
| $N=2$ | 0.306 | 0 | 0.079 | 0 | 0.462 |
| $N=3$ | 0 | 0.110 | 0 | 0 | 0.462 |
| $N=4$ | 0.306 | 0 | 0 | 0 | 0.462 |
| $N=5$ | 0 | 0 | 0 | 0 | 0.462 |

Each row follows (2) with $d=2$. Three steps are a poor choice here: they lose $-2$ and admit $-1$, which differs from $+2$ by three.

The surviving $\pm2$ amplitudes are unequal, although ideal pulses would give $s^2/2=0.452$ for each. Excitation is not the cause of the inequality. The density matrix is Hermitian, so its $+2$ and $-2$ elements have equal magnitudes. The misset readout converts them into $p=-1$ with different efficiencies. Phase cycling removes unwanted orders; it does not repair the transfer amplitudes of the wanted ones.

## Cost and numerical stability

The cycle needs $N$ transients for each $t_1$ value. If their noise is independent with variance $\sigma^2$, the unit-modulus weights leave a variance $\sigma^2/N$ after averaging, while a passed pathway keeps weight one. Its signal-to-noise ratio therefore grows as $\sqrt N$, as in plain averaging. The price is the minimum number of transients, plus any wanted pathway discarded by the choice of $N$.

In a simulation with Hilbert-space dimension $D$, dense construction of the block costs $O(D^3)$ and need be done once. Each further phase follows from $V_{rs}(\phi)=e^{-i(m_r-m_s)\phi}V_{rs}(0)$ in $O(D^2)$ operations. When the assumptions hold, masking can replace the cycle altogether. If the block starts from order zero, so that $\Delta p=p$, the elements of $\rho$ are masked by $m_r-m_s$. If other initial orders are present, they can be propagated separately, each result masked by its own $\Delta p$, and the results added. Gain errors and phase errors common to the whole block need no further propagation either, because they only alter the weight of each order change. Explicit phase steps are a direct way to study other departures, such as a transverse field of fixed phase.

The sum does not amplify errors. Let a rejected pathway of amplitude $a$ be multiplied in transient $k$ by $1+\epsilon_k$. The constant part cancels, leaving
$$\left|\frac aN\sum_k\epsilon_k e^{i(d-\Delta p)\phi_k}\right|\le |a|\max_k|\epsilon_k| .$$
This bounds the leakage of one pathway from gain drift; for several rejected pathways the bounds add. For an error $\delta_k$ in the block phase, $\epsilon_k=e^{-i\Delta p\,\delta_k}-1$, so $|\epsilon_k|\le|\Delta p\,\delta_k|$.

## Failure modes

**Residual transverse magnetization.** Suppose the initial state also contains $p=\pm1$, and that this part is the same in every transient. Magnetization left over from the preceding transient does not in general meet this condition: a part whose order changed by $\Delta p$ in the cycled block carries the factor $e^{-i\Delta p\,\phi}$ of that transient, which varies through the cycle unless $N$ divides $\Delta p$. The conclusions of this paragraph and the next therefore do not extend to it. For a residual part that is constant, an excitation cycle with $N=4$, $d=2$ admits $+1\to-1$ and $-1\to+1$, whose changes are $\mp2$. For the initial state $I_z+0.1I_x$, the example acquires amplitudes 0.015 and 0.011 in orders $-1$ and $+1$, about 3% and 2% of the $+2$ line.

A four-step readout cycle removes these lines because it tests the order present during $t_1$. It still accepts the double-quantum coherence that the misset pulses make from the residual magnetization, and the $\pm2$ amplitudes change slightly, from 0.3058 and 0.4617 to 0.3057 and 0.4615. Cycling both blocks independently imposes $p\equiv2$ and $p-p_0\equiv2\pmod4$, where $p_0$ is the initial order. Hence $p_0\equiv0$, and the residual contribution is rejected, at a cost of 16 transients.

**A transverse field with fixed phase.** Suppose a term $hI_x$ acts during the delays and does not follow the pulse phase. Referred to the rotated block it becomes
$$Z^\dagger hI_xZ=\tfrac h2\left(I_+e^{i\phi}+I_-e^{-i\phi}\right).$$
To first order in $h$, a pathway from $I_z$ to order $p$ now carries $e^{-i(p\mp1)\phi}$. The four-step filter passes it if $p\mp1\equiv2\pmod4$, which for two spins means $p=\pm1$. With $h/2\pi=2$ Hz in the example, the norm of all unwanted orders after excitation is 2.0% of the norm of the filtered density matrix. Without the field it is zero to rounding. More phase steps do not restore the missing symmetry, because the pathway to $p=+1$ with factor $e^{-i(p+1)\phi}=e^{-2i\phi}$ passes a $d=2$ cycle of any length; removing the field or making it follow the pulse phase does restore it. If the field acts only in the excitation delays, a four-step readout cycle also rejects the orders $\pm1$, because it tests the order present during $t_1$. It loses this protection when the field acts in the readout delays as well.

**Partial cycling of a block.** If one pulse inside the block keeps its phase, the factors $Z^\dagger Z$ no longer cancel around it. Equation (2) then applies to the sum of the order changes at the shifted pulses, not to the change across the whole block.

The numerical output below gives the values to more digits.

## Numbers as computed

```
Orders passed for |p| <= 6, starting from p = 0:
  N=2, d=2: [-6, -4, -2, 0, 2, 4, 6]
  N=3, d=2: [-4, -1, 2, 5]
  N=4, d=2: [-6, -2, 2, 6]
  N=5, d=2: [-3, 2]
Cycle lengths passing both +2 and -2: [1, 2, 4]
Shortest N isolating p=+2 for |p| <= 2: 5
Three-spin test, largest cycle-projection difference: 7.0e-16
Offsets 120 and -50 Hz; J = 10 Hz; tau = 40 ms
t1 grid: 100 points, step 2 ms, bin width 5 Hz
cos(pi J tau) = 0.3090, sin(pi J tau) = 0.9511, sin^2 = 0.9045, cos^2 = 0.0955
Double-quantum frequency nu1+nu2 = 70 Hz
Ideal pulses, signal at t1 = 2 ms (dimensionless):
  one transient: +0.0000 -0.4811i
  N=4, d=2: +0.0000 -0.5766i
  N=5, d=2: -0.3485 -0.2883i
Misset pulses: 80 and 160 degrees
Four transients at t1 = 2 ms: pulse phase, receiver phase (deg), signal
    0   0  -0.1756 -0.5769i
   90 180  -0.0199 +0.5914i
  180   0  +0.0077 -0.5074i
  270 180  +0.2060 +0.8088i
  combined (N=4, d=2): -0.0885 -0.6211i
Five-step cycle, pulse phases (deg): [0, 72, 144, 216, 288]
Five-step cycle, receiver phases (deg): [0, 216, 72, 288, 144]
Line amplitude (root sum of squares) for p = -2 -1 0 +1 +2:
  one transient   0.3058 0.1098 0.0793 0.0967 0.4617
  N=2, d=2        0.3058 0.0000 0.0793 0.0000 0.4617
  N=3, d=2        0.0000 0.1098 0.0000 0.0000 0.4617
  N=4, d=2        0.3058 0.0000 0.0000 0.0000 0.4617
  N=5, d=2        0.0000 0.0000 0.0000 0.0000 0.4617
Initial state Iz + 0.1 Ix, same columns:
  excitation N=4  0.3058 0.0149 0.0000 0.0108 0.4617
  readout N=4     0.3057 0.0000 0.0000 0.0000 0.4615
Fixed-phase transverse field in the delays: 2 Hz
Unwanted-order norm / total norm after N=4: 0.0197
Same ratio without that field: 8.6e-17
```
